**Bending threshold of an ionic MX2 molecule from self-consistent induced dipoles**

For a dication of polarisability $\alpha$ and two unpolarisable anions at the equilibrium bond length $r$, the linear molecule is unstable to bending when $\alpha>r^3/8$ in atomic units. The program builds the energy in Cartesian coordinates from point charges, an exponential bond repulsion with decay length $\rho$, and induced dipoles obtained from linear equations. It asserts that the finite-difference bending stiffness and its zero, the symmetric-stretch stiffness, and the polarisability at which the antisymmetric stretch becomes unstable agree with the derived formulas. It also asserts that the full Hessian has no unstable direction at 0.9 times the critical polarisability and two at 1.1 times. Further assertions cover the bent angle at fixed bond length, the relaxed local minimum, the quartic coefficient at threshold, and the threshold with anions of polarisability $\alpha_X$. For $r=5$ bohr the output gives a critical polarisability of 15.625 bohr³, and at $\alpha=20$ bohr³ a relaxed angle of 132.2°. With $\alpha_X=5$ bohr³ the threshold falls to 12.94 bohr³.

## Verification by program

```python
"""
Result under test: an ionic MX2 molecule, M(2+) with dipole polarisability
alpha and two unpolarisable X(-), is unstable to bending when alpha > r^3/8
(atomic units; r = bond length of the linear molecule).
Symbols: beta = tilt of each bond, X-M-X angle = 180 deg - 2 beta;
rho = decay length of the M-X repulsion A exp(-distance/rho);
alpha_x = polarisability of each anion, zero except in the last study.
The independent road is a Cartesian energy with self-consistent dipoles.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar

r = 5.0
rho = 0.6
alpha_low, alpha_high = 10.0, 20.0
alpha_x_example = 5.0
ionic_charges = np.array([2.0, -1.0, -1.0])
# Prefactor that makes the symmetric linear molecule stationary at r.
A = 7 * rho / (4 * r**2) * np.exp(r / rho)


def positions(r1, r2, beta):
    c, s = np.cos(beta), np.sin(beta)
    return np.array([[0.0, 0.0, 0.0], [r1*c, r1*s, 0.0], [-r2*c, r2*s, 0.0]])


def energy(xyz, alpha, alpha_x=0.0, charges=ionic_charges):
    """Coulomb + bond repulsion + self-consistent induction energy."""
    polar = np.repeat([alpha, alpha_x, alpha_x], 3)
    field = np.zeros((3, 3))
    tensor = np.zeros((9, 9))
    total = 0.0
    for i in range(3):
        for j in range(3):
            if i == j:
                continue
            vec = xyz[i] - xyz[j]
            dist = np.sqrt(vec @ vec)
            field[i] += charges[j] * vec / dist**3
            tensor[3*i:3*i+3, 3*j:3*j+3] = (
                3*np.outer(vec, vec)/dist**5 - np.eye(3)/dist**3)
            if i < j:
                total += charges[i] * charges[j] / dist
                if i == 0:
                    total += A * np.exp(-dist / rho)
    e0 = field.ravel()
    dipoles = np.linalg.solve(np.eye(9) - polar[:, None]*tensor, polar*e0)
    return total - 0.5 * dipoles @ e0


def bend_stiffness(alpha, alpha_x=0.0, charges=ionic_charges, h=0.02):
    u0, u1, u2 = [energy(positions(r, r, b), alpha, alpha_x, charges)
                  for b in (0.0, h, 2*h)]
    return (16*u1 - u2 - 15*u0) / (6*h**2)


def hessian(xyz, alpha, h=0.003):
    x0 = xyz.ravel()
    steps = h * np.eye(9)
    out = np.zeros((9, 9))

    def f(x):
        return energy(x.reshape(3, 3), alpha)
    for i in range(9):
        for j in range(i, 9):
            a, b = steps[i], steps[j]
            value = (f(x0+a+b) - f(x0+a-b) - f(x0-a+b) + f(x0-a-b))/(4*h*h)
            out[i, j] = out[j, i] = value
    return out


def relaxed_minimum(alpha):
    """Local minimum over both bond lengths and the tilt, from a bent start."""
    res = minimize(lambda v: energy(positions(*v), alpha),
                   [r, r - 0.05, 0.4], method="Nelder-Mead",
                   options=dict(xatol=1e-7, fatol=1e-14,
                                maxiter=3000, maxfev=3000))
    assert res.success
    return res.x, res.fun


# Stiffness and threshold of the bend.
alpha_c = r**3 / 8
for alpha in (0.0, alpha_low, alpha_high):
    assert abs(bend_stiffness(alpha) - (1/(2*r) - 4*alpha/r**4)) < 1e-6
alpha_c_numeric = brentq(bend_stiffness, 1.0, 40.0)
assert abs(alpha_c_numeric / alpha_c - 1) < 1e-5
partial = 0.7 * ionic_charges
alpha_c_partial = brentq(lambda a: bend_stiffness(a, 0.0, partial), 1, 40)
assert abs(alpha_c_partial / alpha_c - 1) < 1e-5

# All Cartesian modes: stationary point, then number of unstable directions.
linear = positions(r, r, 0.0)
step = 1e-4
slope = (energy(positions(r+step, r+step, 0), alpha_low)
         - energy(positions(r-step, r-step, 0), alpha_low)) / (2*step)
assert abs(slope) < 1e-7
eig_below = np.linalg.eigvalsh(hessian(linear, 0.9*alpha_c))
eig_above = np.linalg.eigvalsh(hessian(linear, 1.1*alpha_c))
# The cut-off exceeds the finite-difference error of the five zero modes.
unstable_below = int(np.sum(eig_below < -1e-5))
unstable_above = int(np.sum(eig_above < -1e-5))
assert unstable_below == 0 and int(np.sum(eig_below > 1e-5)) == 4
assert unstable_above == 2

# Stretch stiffnesses and the separate antisymmetric-stretch threshold.
alpha_stretch = alpha_c * (7*r/(4*rho) - 4)


def stretch_stiffness(alpha, sign, h=0.005):
    u0, u1, u2 = [energy(positions(r+q, r+sign*q, 0), alpha)
                  for q in (0.0, h, 2*h)]
    if sign < 0:
        return (16*u1 - u2 - 15*u0) / (6*h*h)
    um = energy(positions(r-h, r-h, 0), alpha)
    return (u1 - 2*u0 + um) / h**2


alpha_stretch_numeric = brentq(lambda a: stretch_stiffness(a, -1), 20, 400)
assert abs(alpha_stretch_numeric / alpha_stretch - 1) < 1e-4
symmetric_stiffness = 3.5 * (r/rho - 2) / r**3
assert abs(stretch_stiffness(alpha_low, 1)/symmetric_stiffness - 1) < 1e-3

# Fixed bond length: global angular minimum below and above threshold.
grid = np.linspace(0, 1.5, 601)
for alpha in (0.99*alpha_c, alpha_c):
    scan = [energy(positions(r, r, b), alpha) for b in grid]
    assert int(np.argmin(scan)) == 0
fixed = minimize_scalar(lambda b: energy(positions(r, r, b), alpha_high),
                        bounds=(0.01, 1.5), method="bounded",
                        options=dict(xatol=1e-10))
theta_fixed = 180 - 2*np.degrees(fixed.x)
theta_formula = 2*np.degrees(np.arcsin(r / (2*alpha_high**(1/3))))
assert abs(theta_fixed - theta_formula) < 1e-3
scan = [energy(positions(r, r, b), alpha_high) for b in grid]
assert abs(grid[int(np.argmin(scan))] - fixed.x) < 0.003

# Relaxed bonds: local minima on both sides of the threshold.
below, _ = relaxed_minimum(0.98*alpha_c)
assert abs(below[2]) < 1e-3
relaxed, relaxed_energy = relaxed_minimum(alpha_high)
linear_energy = energy(linear, alpha_high)
assert abs(relaxed[0] - relaxed[1]) < 1e-4
assert relaxed_energy < fixed.fun < linear_energy
assert np.min(np.linalg.eigvalsh(
    hessian(positions(*relaxed), alpha_high))) > -1e-5
theta_relaxed = 180 - 2*np.degrees(abs(relaxed[2]))

# Quartic coefficient at threshold after relaxing the common bond length.
quartic_fixed = 3 / (16*r)
quartic_relaxed = quartic_fixed - 9 / (112*r*(r/rho - 2))


def quartic_ratio(beta):
    res = minimize_scalar(lambda d: energy(positions(d, d, beta), alpha_c),
                          bounds=(r-0.3, r+0.3), method="bounded",
                          options=dict(xatol=1e-9))
    return (res.fun - energy(linear, alpha_c)) / beta**4


quartic_numeric = (4*quartic_ratio(0.04) - quartic_ratio(0.08)) / 3
assert abs(quartic_numeric / quartic_relaxed - 1) < 2e-3


# Polarisable anions: closed threshold against the self-consistent dipoles.
def threshold_with_anions(alpha_x):
    x = alpha_x / r**3
    a = 7*x / (4 + x)
    b = 8*x / (8 + x)
    k = 0.25 + 2.5*a + 0.375*a*a
    return 0.5 * r**3 / (b + (1 + 3*a - 2*b)**2 / (k - 4*b))


def numeric_threshold(alpha_x):
    return brentq(lambda a: bend_stiffness(a, alpha_x), 1.0, 40.0)


for alpha_x in (1.0, alpha_x_example, 10.0):
    assert abs(numeric_threshold(alpha_x)
               / threshold_with_anions(alpha_x) - 1) < 1e-4
small = 0.05
reduction_slope = (1 - numeric_threshold(small)/alpha_c) / (small/r**3)
assert abs(reduction_slope / (21/4) - 1) < 0.01
alpha_c_anions = threshold_with_anions(alpha_x_example)

angstrom = constants.value("Bohr radius") * 1e10
kjmol = constants.value("Hartree energy") * constants.N_A / 1000
gain_fixed = linear_energy - fixed.fun
gain_relaxed = linear_energy - relaxed_energy
print(f"Bond length r of linear molecule: {r:.3f} bohr")
print(f"Repulsion decay length rho: {rho:.3f} bohr")
print(f"Ratio r/rho: {r/rho:.4f} (no unit)")
print(f"Repulsion prefactor A: {A:.4f} hartree")
print(f"Critical alpha, formula: {alpha_c:.4f} bohr^3")
print(f"Critical alpha, numerical: {alpha_c_numeric:.4f} bohr^3")
print(f"Critical alpha, converted: {alpha_c*angstrom**3:.4f} angstrom^3")
print(f"Critical alpha, charges x 0.7: {alpha_c_partial:.4f} bohr^3")
print(f"Coulomb bend stiffness: {bend_stiffness(0):.5f} hartree/rad^2")
for alpha in (alpha_low, alpha_high):
    total = bend_stiffness(alpha)
    part = total - bend_stiffness(0)
    print(f"alpha = {alpha:.1f} bohr^3:")
    print(f"  induction stiffness: {part:.5f} hartree/rad^2")
    print(f"  total stiffness: {total:.5f} hartree/rad^2")
print(f"Unstable modes at 0.9 critical alpha: {unstable_below}")
print(f"Unstable modes at 1.1 critical alpha: {unstable_above}")
print(f"Antisym. stretch threshold: {alpha_stretch:.3f} bohr^3")
print(f"Same, numerical: {alpha_stretch_numeric:.3f} bohr^3")
print(f"Sym. stretch stiffness: {symmetric_stiffness:.5f} hartree/bohr^2")
print(f"Bent minimum at alpha = {alpha_high:.1f} bohr^3:")
print(f"  angle, fixed r, formula: {theta_formula:.3f} degree")
print(f"  angle, fixed r, numerical: {theta_fixed:.3f} degree")
print(f"  energy gain, fixed r: {gain_fixed:.6f} hartree")
print(f"  angle, relaxed: {theta_relaxed:.3f} degree")
print(f"  bond length, relaxed: {relaxed[0]:.4f} bohr")
print(f"  energy gain, relaxed: {gain_relaxed:.6f} hartree")
print(f"  relaxed gain, converted: {gain_relaxed*kjmol:.3f} kJ/mol")
print(f"Quartic term, fixed r: {quartic_fixed:.6f} hartree/rad^4")
print(f"Quartic term, relaxed: {quartic_relaxed:.6f} hartree/rad^4")
print(f"Same, numerical: {quartic_numeric:.6f} hartree/rad^4")
print(f"Anion polarisability example: {alpha_x_example:.2f} bohr^3")
print(f"Critical alpha with it, formula: {alpha_c_anions:.4f} bohr^3")
print(f"Same, numerical: {numeric_threshold(alpha_x_example):.4f} bohr^3")
print(f"Initial reduction slope: {reduction_slope:.3f} (no unit)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Bond length r of linear molecule: 5.000 bohr
Repulsion decay length rho: 0.600 bohr
Ratio r/rho: 8.3333 (no unit)
Repulsion prefactor A: 174.7310 hartree
Critical alpha, formula: 15.6250 bohr^3
Critical alpha, numerical: 15.6250 bohr^3
Critical alpha, converted: 2.3154 angstrom^3
Critical alpha, charges x 0.7: 15.6250 bohr^3
Coulomb bend stiffness: 0.10000 hartree/rad^2
alpha = 10.0 bohr^3:
  induction stiffness: -0.06400 hartree/rad^2
  total stiffness: 0.03600 hartree/rad^2
alpha = 20.0 bohr^3:
  induction stiffness: -0.12800 hartree/rad^2
  total stiffness: -0.02800 hartree/rad^2
Unstable modes at 0.9 critical alpha: 0
Unstable modes at 1.1 critical alpha: 2
Antisym. stretch threshold: 165.365 bohr^3
Same, numerical: 165.365 bohr^3
Sym. stretch stiffness: 0.17733 hartree/bohr^2
Bent minimum at alpha = 20.0 bohr^3:
  angle, fixed r, formula: 134.148 degree
  angle, fixed r, numerical: 134.148 degree
  energy gain, fixed r: 0.001135 hartree
  angle, relaxed: 132.179 degree
  bond length, relaxed: 4.9629 bohr
  energy gain, relaxed: 0.001249 hartree
  relaxed gain, converted: 3.278 kJ/mol
Quartic term, fixed r: 0.037500 hartree/rad^4
Quartic term, relaxed: 0.034962 hartree/rad^4
Same, numerical: 0.034962 hartree/rad^4
Anion polarisability example: 5.00 bohr^3
Critical alpha with it, formula: 12.9444 bohr^3
Same, numerical: 12.9444 bohr^3
Initial reduction slope: 5.239 (no unit)
ALL CHECKS PASSED
```
